Targeting the Eigenstate Above a Chosen Energy by a Variational Functional

**1. The question**

The ground state of a Hamiltonian H can be found by lowering the mean energy of a trial state. An excited state in the middle of the spectrum cannot, because the mean energy falls further as soon as lower states are mixed in. One remedy is to choose an energy w near the wanted level and minimise the mean of (w − H)². This finds the level nearest to w, on whichever side it lies. A different functional selects a side:

Ω[Ψ] = ⟨Ψ|(w − H)|Ψ⟩ / ⟨Ψ|(w − H)²|Ψ⟩.  (1)

Which state minimises Ω, and can a descent be trapped elsewhere?

Let H be self-adjoint and let w be real and outside its spectrum. Write A = w − H. The trial state Ψ is any nonzero vector in the domain of H, and the denominator of (1) means ‖AΨ‖². Because w is outside the spectrum, A maps the domain of H one-to-one onto the whole Hilbert space. In particular AΨ ≠ 0, so Ω is defined for every trial state. Energies are in hartree and Ω is in 1/hartree.

**2. The global minimum**

Take first a discrete spectrum, Hφ_k = E_kφ_k with orthonormal φ_k, and put

a_k = w − E_k,  Ψ = Σ_k c_kφ_k,  p_k = |c_k|².  (2)

No a_k vanishes. The functional becomes

Ω = Σ_k p_k a_k / Σ_j p_j a_j².  (3)

In the numerator write p_k a_k = (p_k a_k²)(1/a_k). Then

Ω = Σ_k q_k (1/a_k),  q_k = p_k a_k² / Σ_j p_j a_j².  (4)

The q_k are non-negative and sum to one, so Ω is a weighted mean of the numbers 1/(w − E_k). In operator form, with χ = AΨ, equation (4) reads Ω = ⟨χ|A⁻¹|χ⟩/⟨χ|χ⟩, the Rayleigh quotient of the inverse operator.

A weighted mean cannot be below its smallest member. Levels below w give positive 1/a_k and levels above w give negative ones. Above w, the derivative of 1/(w − x) with respect to x is 1/(w − x)² > 0, so the most negative value belongs to the first level above w. Calling that level E,

Ω[Ψ] ≥ 1/(w − E).  (5)

For equality, subtract the right side from (4):

0 = Σ_k q_k [1/a_k − 1/(w − E)].  (6)

Every term is non-negative, so q_k = 0 unless E_k = E. Since a_k ≠ 0, this forces p_k = 0 as well. The minimum is therefore attained on the eigenspace of E and nowhere else.

With a continuous spectrum the sums become spectral integrals and the argument is unchanged, provided that the spectrum above w begins with an isolated eigenvalue. If it begins with a continuum edge that is not an eigenvalue, states concentrated ever closer to the edge approach the bound, but none attains it.

The same reasoning gives the maximum. If a highest level E_b exists below w and is isolated, the maximum is 1/(w − E_b), attained on its eigenspace.

**3. All stationary points**

Let N₁ and N₂ be the numerator and denominator of (1), and replace Ψ by Ψ + εη, with ε real and η in the domain of H. To first order

δN₁ = 2ε Re⟨η|AΨ⟩,  δN₂ = 2ε Re⟨Aη|AΨ⟩.  (7)

Since Ω = N₁/N₂, the quotient rule gives δΩ = (δN₁ − ΩδN₂)/N₂. Self-adjointness turns ⟨η|AΨ⟩ into ⟨Aη|Ψ⟩, so

δΩ = (2ε/N₂) Re⟨Aη|Ψ − ΩAΨ⟩.  (8)

At a stationary point this vanishes for every η. Using iη in place of η removes the imaginary part too. As η runs through the domain, Aη runs through the whole space, hence

Ψ = ΩAΨ.  (9)

The value Ω = 0 would give Ψ = 0, which is excluded. Dividing by Ω,

HΨ = (w − 1/Ω)Ψ.  (10)

Every stationary point is thus an eigenstate. Conversely, an eigenstate φ_n has Aφ_n = a_nφ_n and Ω = 1/a_n, so it satisfies (9). A state whose mean energy equals w has Ω = 0 and is never stationary.

**4. Minima, saddles and the maximum**

Near φ_n take Ψ = φ_n + ε Σ_k η_kφ_k, the sum running over k ≠ n. Orthogonality removes all cross terms:

Ω = (a_n + ε²X)/(a_n² + ε²Y),  X = Σ_k |η_k|²a_k,  Y = Σ_k |η_k|²a_k².  (11)

Subtract 1/a_n and use the common denominator a_n(a_n² + ε²Y). The terms a_n² cancel, leaving

Ω − 1/a_n = ε²(a_nX − Y) / [a_n(a_n² + ε²Y)].  (12)

To order ε² the denominator is a_n³, and therefore

Ω − 1/a_n ≈ ε² Σ_k |η_k|² a_k(a_n − a_k)/a_n³.  (13)

Each direction contributes separately. The second derivative towards a normalised φ_k is

K_nk = 2a_k(a_n − a_k)/a_n³ = 2(a_k²/a_n²)(1/a_k − 1/a_n).  (14)

The last form shows the sign: Ω falls towards φ_k when 1/a_k < 1/a_n. The first level above w has the smallest 1/a_k, so from any other eigenstate the direction towards this target descends. No other eigenstate is a local minimum.

The number of descending directions follows by counting, with one real direction per state. For E_n above w, they lead to the levels between w and E_n. For E_n below w, they lead to all levels above w and to all levels below E_n. Complex amplitudes double the count. Rotations inside a degenerate eigenspace leave Ω unchanged.

**5. A six-site chain**

Consider one particle on an open chain of six sites, with hopping −1 hartree between neighbours and equal site energies of zero. The amplitudes sin(jκ) on sites j = 1 to 6 vanish at j = 0 and j = 7 if κ = kπ/7. Since sin((j−1)κ) + sin((j+1)κ) = 2 cos κ sin(jκ), the levels are

E_k = −2 cos(kπ/7),  k = 1, …, 6.  (15)

Choose w = −0.2 hartree. The results are:

level: E, Ω, descending directions
1: −1.8019, 0.6242, 3
2: −1.2470, 0.9551, 4
3: −0.4450, 4.0809, 5
4: 0.4450, −1.5503, 0
5: 1.2470, −0.6911, 1
6: 1.8019, −0.4995, 2

Level 3 is nearest to w, at a distance of 0.2450. Level 4 is 0.6450 away, but it is the first level above w, and

Ω₄ = 1/(−0.2 − 0.4450) = −1.5503.  (16)

Minimising the mean of (w − H)² gives −0.4450 hartree instead, the nearest level. The two functionals select different states here.

The direction counts were obtained from second differences of definition (1), and tests confirm both the counts and formula (14). For example, the target's curvature towards level 3 is

K₄₃ = 2(0.2450)(−0.8901)/(−0.6450)³ = 1.625.  (17)

A search for stationary points from 200 random starts converged every time. It found all six levels and nothing that was not an eigenstate.

Among 20000 random vectors, Ω ran from −1.431 to 1.885, inside the limits −1.550 and 4.081. The upper limit is hard to approach because the weight of level 3 enters (4) multiplied by a₃² = 0.060, whereas that of level 6 is multiplied by 4.008.

**6. Descending in practice**

For a finite matrix, the steepest-ascent vector read from (8) is

g = 2(AΨ − ΩA²Ψ)/N₂.  (18)

Ω does not change when Ψ is multiplied by a nonzero constant λ, but g is divided by the complex conjugate of λ, so its length is divided by |λ|. A small g therefore indicates a stationary point only when the norm of Ψ is taken into account.

Fifty descents at unit norm, each step lowering Ω, all reached level 4. A quasi-Newton (BFGS) minimiser with the norm left free missed it from 3 of the same 50 starts. In those runs the norm had grown to between about 6×10² and 4×10⁶. The gradient recomputed at unit norm was between 0.21 and 3.3, so these end points are not additional stationary points. The minimiser did not report convergence in these runs: it stopped with a loss-of-precision warning while the unnormalised gradient, between about 10⁻⁷ and 6×10⁻³, was still above the requested tolerance of 10⁻⁸. The exit status should therefore be read, and the end point checked at a fixed norm.

**7. Moving w**

If w passes upward through a level, the target jumps to the next one. The approach to the jump is visible in (14). When w falls towards the level E_b below it, a_b = w − E_b tends to zero, and the target's curvature towards φ_b vanishes in proportion to a_b. In the chain, lowering w from −0.20 to −0.44 hartree reduces this curvature from 1.625 to 0.013. The proportionality holds only in the limit: the ratio of curvature to a_b falls from 6.6 to 2.6 over this range and tends to 2/(0.8901)² = 2.52. The minimum is still the target, but a moderate admixture of level 3 costs very little: at equal weights of the two levels, Ω has risen only from −1.130 to −1.123.

At w = E_b the assumption of Section 1 fails. For Ψ = cos t φ_b + sin t φ_target, the component φ_b drops out of both numerator and denominator:

Ω = sin²t (w − E)/[sin²t (w − E)²] = 1/(w − E).  (19)

Every mixture with sin t ≠ 0 has the minimum value, and at sin t = 0 the functional is 0/0. For w equal to level 3 of the chain, the value is −1/0.8901 = −1.1235. The minimisation then no longer identifies a state.

If a finite system has no level above w, all a_k are positive. The smallest 1/a_k then belongs to the largest a_k, which is the ground state. With w = 2.5 hartree the chain gives 1/(2.5 + 1.8019) = 0.2325 at E = −1.8019. A positive minimum over all trial states is thus a sign that nothing lies above w. In a restricted trial space it shows only that no state of that space has a mean energy above w.

If instead all levels lie above w and extend to infinite energy, the minimum is the ground state with a negative value. The upper limit of Ω is then zero, approached by ever higher states but not attained.

**8. Linear trial spaces and two-sided bounds**

In practice Ψ is often restricted to combinations Σ_i c_if_i of a few functions. Define

M_ij = ⟨f_i|A|f_j⟩,  S_ij = ⟨Af_i|Af_j⟩.  (20)

Then Ω = c†Mc/c†Sc. Setting its variation with respect to c to zero gives

Mc = ΩSc.  (21)

The trial space is part of the full space, so the lowest solution obeys 1/(w − E) ≤ Ω_min. Suppose Ω_min < 0, which requires a trial state with mean energy above w. Taking reciprocals of two negative numbers reverses their order, so w − E ≥ 1/Ω_min, or

w − 1/Ω_min ≥ E.  (22)

Likewise, if 0 < Ω_max ≤ 1/(w − E_b), then 1/Ω_max ≥ w − E_b and

w − 1/Ω_max ≤ E_b.  (23)

One calculation bounds the level above w from above and the level below w from below. Enlarging the space can only lower Ω_min and raise Ω_max, so neither bound gets worse.

The cost of the bound is seen by writing Ē for the mean energy of a state and σ² for its energy variance. Then N₂ = (w − Ē)² + σ² for unit norm, and

w − 1/Ω = w − (w − Ē) − σ²/(w − Ē) = Ē + σ²/(Ē − w).  (24)

The variance term is what protects the bound. If S is replaced by the square of the projected matrix M (for orthonormal f_i), the part of AΨ outside the trial space is dropped, so the variance can be underestimated and the bound can fail. With a single trial function, none of the variance remains. Take a single vector mixing levels 3 and 4 of the chain with Ē = −0.15 hartree, so that N₁ = −0.05. The weight of level 4 is (−0.15 + 0.4450)/0.8901 = 0.3315, and

N₂ = 0.6685(0.2450)² + 0.3315(0.6450)² = 0.178.  (25)

This gives Ω = −0.281, above the limit −1.550 as required. The squared projection gives −0.05/(0.05)² = −20, far below it, and the supposed upper bound would be −0.15 hartree for a level at 0.4450.

As a case with infinitely many levels, take

H = p²/2 + x²/2 + 0.1x⁴  (26)

for unit mass, with w = 4 hartree, in the lowest m harmonic-oscillator functions. The operator x⁴ reaches at most four functions beyond the trial space, so S can be formed completely. The bounds in hartree are:

m: lower bound to E_b, upper bound to E
6: 2.9963, 5.5741
10: 3.1296, 4.6502
16: 3.1386, 4.6291
24: 3.1386, 4.6289

Ordinary diagonalisation in 100 functions gives 3.1386 and 4.6289. This reference is itself a finite-basis result; 80 functions reproduce both levels to within 5×10⁻⁵ hartree. With six functions the upper bound is too high by 0.95 hartree, so a valid bound need not be a good estimate.

**9. False minima on a curved family**

Section 4 assumed that Ψ may move in every direction. A nonlinear trial family allows fewer, and the conclusion can fail. Take a harmonic oscillator with levels n + 1/2 hartree and restrict Ψ to coherent states of real displacement α. Their occupation of level n is a Poisson distribution with mean and variance s = α². With d = w − 1/2,

Ω = (d − s)/[(d − s)² + s].  (27)

Put u = s − d. The denominator is u² + u + d, and

dΩ/ds = −[(u² + u + d) − u(2u + 1)]/(u² + u + d)² = (u² − d)/(u² + u + d)².  (28)

Because dΩ/dα = 2α dΩ/ds, the stationary points are α = 0 and, where s is positive, s = d ± √d. For d > 1, Ω rises from s = 0 to s = d − √d, falls until s = d + √d, and rises afterwards. The ground state α = 0 is therefore a local minimum of the family. The lowest value follows from u = √d:

Ω = −√d/(2d + √d) = −1/(1 + 2√d).  (29)

For w = 2.8 hartree, d = 2.3 and √d = 1.517. The false minimum at α = 0 has Ω = 1/2.3 = 0.435. A maximum of 0.492 at α = 0.885 separates it from the lowest minimum, −0.248 at α = 1.954. A descent starting at small α ends in the ground state, although w lies above three levels.

Equation (14) explains the trap. For small α the state moves first towards n = 1, with weight α², while the weight of n = 2 is of order α⁴. For d > 1 the level n = 1 lies below w, and 1/a₁ = 1/1.3 = 0.769 exceeds 1/a₀ = 0.435, so this direction ascends. The descending directions lead to levels above w, and the family cannot follow them separately.

The lowest minimum is not an eigenstate either. By (24), with Ē = 4.317 and σ² = 3.817, it gives the bound 4.317 + 3.817/1.517 = 6.83 hartree, whereas the true target is 3.5 hartree with Ω = 1/(2.8 − 3.5) = −1.429. The bound holds, but it is 3.33 hartree too high. The variance term supplies 2.52 hartree of this, and the rest arises because the mean energy itself lies above the target. The variance vanishes at an eigenstate, so it should be examined together with Ω whenever a restricted family is used. It does not settle the matter alone: at the false minimum α = 0 the variance is zero, and there the positive sign of Ω shows that the state lies below w.

The main computed values are collected in the numerical output that follows.

Computed results

```
Chain: sites = 6, hopping = -1.0 hartree, w = -0.20 hartree
Random vectors: 20000, Omega from -1.4313 to 1.8850 1/hartree
Level, E (hartree), Omega (1/hartree), descending directions:
  1  -1.801938   0.624244  3
  2  -1.246980   0.955128  4
  3  -0.445042   4.080935  5
  4   0.445042  -1.550287  0
     target curvature towards level 3: 1.6253 1/hartree
  5   1.246980  -0.691095  1
  6   1.801938  -0.499516  2
Stationary-point search: 200 starts, 200 converged, 6 distinct levels, all eigenstates
Unit-norm descents: 50, highest final Omega = -1.550287 1/hartree, mean energy = 0.445042 hartree
Free-norm BFGS, same starts: 3 of 50 miss the target
  in the misses: final norm 5.83e+02 to 4.01e+06, gradient at unit norm 2.13e-01 to 3.29e+00 1/hartree
Minimum of <(w-H)^2> instead: E = -0.445042 hartree
w = 2.50 hartree above all levels: min Omega = 0.232453 1/hartree at E = -1.801938 hartree
w = -0.44 hartree: target curvature towards level 3 = 0.01295 1/hartree
w equal to level 3: every tested mixture with level 4 has Omega = -1.123490 1/hartree
One vector with <H> = -0.15 hartree: Omega = -0.2808, with squared projection -20.0000 1/hartree
Quartic oscillator: g = 0.1 (atomic units), w = 4.0 hartree
Reference levels, 100 functions: below w 3.138624, above w 4.628883 hartree
Functions, lower bound to level below, upper bound to level above (hartree):
   6  2.996335  5.574132
  10  3.129627  4.650209
  16  3.138605  4.629113
  24  3.138624  4.628884
  36  3.138624  4.628883
Coherent states, oscillator quantum 1 hartree, w = 2.8 hartree:
  false minimum: alpha = 0.0000, Omega = 0.434783 1/hartree
  maximum: alpha = 0.8851, Omega = 0.491848 1/hartree
  lowest minimum: alpha = 1.9536, Omega = -0.247945 1/hartree
  its energy bound w - 1/Omega = 6.833150 hartree
  full-space minimum: Omega = -1.428571 1/hartree at E = 3.5000 hartree
```
